# Exponential Screening of Shear Stress by a Wall of Edge Dislocations

## The difficulty with adding single fields

The shear stress of one edge dislocation falls only as the inverse of distance. With the copper-like parameters used below, a single dislocation gives 301 MPa at a distance of 10 nm. A low-angle grain boundary contains a whole row of them, all of the same sign. If one simply adds magnitudes, the boundary appears to fill the grains beside it with an enormous stress.

For an infinite, equally spaced wall the signed sum at that distance is instead 0.17 MPa. The derivation below shows how the cancellation comes about. It also shows how fragile it is: ends inside the crystal, irregular spacing or elastic anisotropy can make the far field much larger.

## Setting and the field of one dislocation

The body is infinite, linear elastic and isotropic, with shear modulus $G$ and Poisson ratio $\nu$. The dislocation lines run along $z$, so the deformation is plane strain. The Burgers vector $b$ points along $x$, which will be the normal of the wall. For one dislocation at the origin, with $r^2=x^2+y^2$, polar angle $\theta$ and $m=1/[2(1-\nu)]$, take

$$u_x=\frac{b}{2\pi}\left[\theta+\frac{mxy}{r^2}\right],$$
$$u_y=-\frac{b}{2\pi}\left[\frac{m(1-2\nu)}{2}\ln r^2+\frac{m(x^2-y^2)}{2r^2}\right].$$

On a circuit around the origin $\theta$ grows by $2\pi$ and everything else returns to its value, so $u_x$ changes by $b$, as required. The two derivatives that make up the shear strain are

$$\partial_yu_x=\frac{b}{2\pi}\left[\frac{x}{r^2}+\frac{mx(x^2-y^2)}{r^4}\right],$$
$$\partial_xu_y=-\frac{b}{2\pi}\left[\frac{m(1-2\nu)x}{r^2}+\frac{2mxy^2}{r^4}\right].$$

Since $1-m(1-2\nu)=m$, their sum is

$$\frac{bm}{2\pi}\,\frac{x}{r^4}\left[(x^2+y^2)+(x^2-y^2)-2y^2\right]=\frac{bm}{\pi}\,\frac{x(x^2-y^2)}{r^4}.$$

Multiplication by $G$ gives

$$\sigma_{xy}=A\,\frac{x(x^2-y^2)}{(x^2+y^2)^2},\qquad A=\frac{Gb}{2\pi(1-\nu)}. \tag{1}$$

Equilibrium must also hold. Differentiating the displacements in the same way and applying Hooke's law gives

$$\sigma_{xx}=-\frac{Ay(3x^2+y^2)}{r^4},\qquad \sigma_{yy}=\frac{Ay(x^2-y^2)}{r^4}.$$

All three stresses follow from one function $\phi=-Ay\ln r$ through $\sigma_{xx}=\partial_y^2\phi$, $\sigma_{yy}=\partial_x^2\phi$, $\sigma_{xy}=-\partial_x\partial_y\phi$. Then $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}$ and $\partial_x\sigma_{xy}+\partial_y\sigma_{yy}$ vanish identically away from the core. The force components transmitted through a closed loop are the loop integrals of $d(\partial_y\phi)$ and $-d(\partial_x\phi)$. Both derivatives are single-valued, so no net force acts on the core.

## Summing the wall

Place identical dislocations at $(0,nD)$ for every integer $n$. With $\zeta=x+iy$,

$$\frac1{\zeta^2}=\frac{(x-iy)^2}{r^4}=\frac{x^2-y^2-2ixy}{r^4},$$

so (1) is $Ax\,\mathrm{Re}(1/\zeta^2)$, and the wall gives

$$\sigma_{xy}=Ax\,\mathrm{Re}\,S(\zeta),\qquad S(\zeta)=\sum_{n=-\infty}^{\infty}\frac1{(\zeta-inD)^2}.$$

The terms fall as $1/n^2$, so the sum converges absolutely and the order of addition is immaterial. The claim is

$$S(\zeta)=\frac{(\pi/D)^2}{\sinh^2(\pi\zeta/D)}. \tag{2}$$

To prove it, compare the two sides.

- **Poles.** Put $\zeta=inD+w$. Then $\sinh^2(\pi\zeta/D)=\sinh^2(\pi w/D)$, and the right side is $1/w^2-\pi^2/(3D^2)+\dots$. It has the same double pole as $S$ and no $1/w$ term. The difference of the two sides therefore has no singularity anywhere.
- **Period.** Both sides are unchanged by $\zeta\to\zeta+iD$, so the strip $|y|\le D/2$ suffices.
- **Decay.** In that strip $|S|\le\sum_n1/[x^2+(y-nD)^2]$, which tends to zero uniformly as $|x|\to\infty$. On the right, $|\sinh(\pi\zeta/D)|^2=\sinh^2(\pi x/D)+\sin^2(\pi y/D)$ grows without limit.

The difference is thus a bounded function analytic in the whole plane. By Liouville's theorem it is constant, and its decay makes the constant zero.

Now let $X=2\pi x/D$ and $Y=2\pi y/D$. From $\sinh^2u=(\cosh2u-1)/2$,

$$S=\left(\frac{\pi}{D}\right)^2\frac{2}{p+is},\quad p=\cosh X\cos Y-1,\quad s=\sinh X\sin Y.$$

The real part of $2/(p+is)$ is $2p/(p^2+s^2)$. Using $\sinh^2X\sin^2Y=(\cosh^2X-1)(1-\cos^2Y)$,

$$p^2+s^2=\cosh^2X-2\cosh X\cos Y+\cos^2Y=(\cosh X-\cos Y)^2.$$

Because $2A(\pi/D)^2=\pi Gb/[(1-\nu)D^2]$, the result is

$$\boxed{\sigma_{xy}=\frac{\pi Gb\,x}{(1-\nu)D^2}\;\frac{\cosh X\cos Y-1}{(\cosh X-\cos Y)^2}} \tag{3}$$

Close to the dislocation at the origin, the pole expansion gives $Ax[\mathrm{Re}(1/\zeta^2)-\pi^2/(3D^2)+\dots]$: the single field with a small correction from the neighbours, which weakens it where $|y|<|x|$ and strengthens it where $|y|>|x|$. Midway between two dislocations, at $Y=\pi$, the last fraction in (3) is $-1/(\cosh X+1)$, so the shear has the opposite sign.

## The far field

Take $x>0$ and $q=e^{-X}<1$; negative $x$ follows because $\sigma_{xy}$ is odd in $x$. Differentiating the geometric series gives $\sum_{k\ge1}kt^k=t/(1-t)^2$. With $t=e^{-2u}$,

$$\frac1{\sinh^2u}=\frac{4e^{-2u}}{(1-e^{-2u})^2}=4\sum_{k=1}^{\infty}k\,e^{-2ku}.$$

Setting $2u=X+iY$ and taking the real part,

$$\sigma_{xy}=4Ax\left(\frac{\pi}{D}\right)^2\sum_{k=1}^{\infty}k\,q^k\cos kY. \tag{4}$$

The first term, written for either sign of $x$, is the far field:

$$\boxed{\sigma_{xy}\simeq\frac{2\pi Gb\,x}{(1-\nu)D^2}\,e^{-2\pi|x|/D}\cos\frac{2\pi y}{D}} \tag{5}$$

The terms left out are bounded by

$$4Ax\left(\frac{\pi}{D}\right)^2\sum_{k\ge2}kq^k=4Ax\left(\frac{\pi}{D}\right)^2\frac{q^2(2-q)}{(1-q)^2}.$$

Relative to the amplitude of the first term this is about $2q$, or 0.4 % at $x=D$.

**Why the inverse-distance part cancels.** Series (4) has no $k=0$ term, so the average over $y$ is zero. The same fact is visible in one dislocation. Since

$$\frac{d}{dy}\frac{y}{x^2+y^2}=\frac{x^2-y^2}{(x^2+y^2)^2}, \tag{6}$$

the integral of (1) over all $y$ vanishes: positive shear at $|y|<x$ balances negative shear at $|y|>x$. A continuous sheet of dislocations would give no shear at all. What survives comes from the discreteness of the wall, and it dies out over the length $D/2\pi$.

**The decay is not a pure exponential.** Since $|\cos kY|\le1$, the largest magnitude at given $x$ occurs at $y=0$, where all terms add:

$$\sigma_{\rm peak}=\frac{Ax(\pi/D)^2}{\sinh^2(\pi x/D)}.$$

The logarithmic derivative gives the local decay rate

$$-\frac{d\ln\sigma_{\rm peak}}{dx}=\frac{2\pi}{D}\coth\frac{\pi x}{D}-\frac1x.$$

It approaches $2\pi/D$ slowly, because of the $1/x$ from the prefactor.

**Where the first harmonic vanishes.** At $y=D/4$ we have $\cos Y=0$ and $\cos2Y=-1$. The leading stress is then $-8Ax(\pi/D)^2e^{-4\pi x/D}$, which decays twice as fast.

## A second derivation, from elasticity at the wall

This route explains the factor $x$ and can be extended to anisotropic crystals. As $x\to0^\pm$, the function $x/r^2$ becomes $\pm\pi\delta(y)$, while the other term of $\partial_yu_x$ tends to zero when integrated against a smooth function. Each dislocation therefore makes the elastic distortion $\partial_yu_x$ jump by $b\,\delta(y)$ across $x=0$. For the wall,

$$[\partial_yu_x]=b\sum_n\delta(y-nD)=\frac bD\left[1+2\sum_{k\ge1}\cos\kappa y\right],\quad \kappa=\frac{2\pi k}{D}.$$

The constant part is a relative rotation of the two grains by $b/D$, which needs no stress. This is the misorientation of the boundary. Each harmonic requires a jump $(2b/\kappa D)\sin\kappa y$ in $u_x$.

Under reflection in the wall, $u_x$ is odd and $u_y$ is even, so $\sigma_{xy}$ is odd. Traction is continuous, hence $\sigma_{xy}=0$ at $x=0$ for each harmonic, and the right-hand grain has $u_x(0^+)=(b/\kappa D)\sin\kappa y$.

In an isotropic body the stress function obeys $\nabla^4\phi=0$. For $\phi=g(x)\sin\kappa y$ this reads $(d^2/dx^2-\kappa^2)^2g=0$. The decay root $\kappa$ is double, so the decaying solutions are $e^{-\kappa x}$ and $xe^{-\kappa x}$. The condition $g'(0)=0$ selects $g=C(1+\kappa x)e^{-\kappa x}$, and

$$\sigma_{xy}=-\kappa g'\cos\kappa y=C\kappa^3x\,e^{-\kappa x}\cos\kappa y.$$

The other stresses are $\sigma_{xx}=-\kappa^2g\sin\kappa y$ and $\sigma_{yy}=g''\sin\kappa y$; they decay with the same exponential. To fix $C$, use the plane-strain relation $2G\,\partial_xu_x=(1-\nu)\sigma_{xx}-\nu\sigma_{yy}$ and integrate from $0$ to $\infty$. Here $\int g\,dx=2C/\kappa$ and $\int g''dx=-g'(0)=0$, so

$$u_x(0^+)=\frac{(1-\nu)\kappa C}{G}\sin\kappa y\quad\Rightarrow\quad C=\frac{Gb}{(1-\nu)D\kappa^2}.$$

Thus $\sigma_{xy}=Gb\,\kappa x\,e^{-\kappa x}\cos\kappa y/[(1-\nu)D]$, which is term $k$ of (4).

## Numbers for a low-angle boundary in copper

Take the rough values $G=48$ GPa, $\nu=0.34$ and $b=0.26$ nm, and choose $D=5$ nm. The misorientation is $0.26/5=0.052$ rad, or 2.98°. Further,

$$A=\frac{48\times0.26}{2\pi\times0.66}=3.009\ \text{GPa nm},\qquad \frac{D}{2\pi}=0.796\ \text{nm}.$$

At $y=0$ the stresses in MPa are:

| $x$ (nm) | wall | far-field law (5) | one dislocation |
|---|---|---|---|
| 1.0 | 2643 | 1353 | 3009 |
| 2.5 | 561 | 513 | 1204 |
| 5.0 | 44.5 | 44.4 | 602 |
| 10.0 | 0.166 | 0.166 | 301 |

Explicit summation over the dislocations, with the distant ones replaced by an integral, agrees with (3) to all digits printed in the numerical output. At 1 nm the wall still resembles one dislocation and (5) is a factor of two too low. At one spacing (5) is already good to 0.4 %. At two spacings the wall stress is $5.5\times10^{-4}$ of the single-dislocation stress. The peak falls to 1 MPa at 8.43 nm.

The local decay length is 0.942 nm at $x=D$ and 0.865 nm at $x=2D$, still above the limiting 0.796 nm. At $x=D$, $y=D/4$ the stress is $-0.166$ MPa. Its magnitude matches the peak at $x=2D$ because both are $8A(\pi^2/D)e^{-4\pi}$ to leading order.

## Three ways equation (5) fails

The comparisons below keep $D=5$ nm, $b=0.26$ nm, $x=10$ nm and $y=0$. The ideal stress there is 0.166 MPa.

### The wall has ends

Let $N$ dislocations occupy $|y|<L=ND/2$ in an infinite body. The missing outer parts can be treated as continuous if $D\ll L$. By (6) the full integral is zero, so the outer parts would have contributed minus the integral over the inner part. Removing them adds, at mid-height,

$$\sigma_{\rm end}=\frac AD\int_{-L}^{L}\frac{x(x^2-y^2)}{(x^2+y^2)^2}dy=\frac{2AxL}{D(x^2+L^2)}. \tag{7}$$

For $x\gg L$ this becomes $NA/x$, the field of $N$ dislocations seen from afar. For $x\ll L$ it is $2Ax/(DL)$, which grows with $x$ while the ideal field dies.

For $N=21$, a wall 105 nm high, (7) gives

$$\frac{2\times3.009\times10\times52.5}{5\,(10^2+52.5^2)}\ \text{GPa}=221\ \text{MPa}.$$

The explicit sum over the 21 dislocations also gives 221 MPa. The end term equals the ideal peak already at $x=4.26$ nm, less than one spacing from the wall.

How long must a wall be for the exponential term to dominate? Comparing $2Ax/(DL)$ with the amplitude in (5) gives $L>De^{2\pi x/D}/(2\pi^2)$. At $x=2D$ this is about $1.5\times10^4D$, a half-height of some 70 µm.

### The spacing is irregular

Let each dislocation be shifted along the wall by an independent random amount of zero mean and rms size $s\ll x$. To first order the variance of the stress is $s^2$ times the sum of $(\partial_y\sigma_{xy})^2$ over the single fields. From $\sigma_{xy}=Ax\,\mathrm{Re}\,\zeta^{-2}$ we get $\partial_y\sigma_{xy}=2Ax\,\mathrm{Im}\,\zeta^{-3}$. Replace the sum by $1/D$ times an integral and write $(\mathrm{Im}\,w)^2=(|w|^2-\mathrm{Re}\,w^2)/2$. The integral of $\zeta^{-6}$ over $y$ is zero, because its antiderivative vanishes at both ends. What remains is

$$\int(\partial_y\sigma_{xy})^2dy=2A^2x^2\int\frac{dy}{(x^2+y^2)^3}=\frac{3\pi A^2}{4x^3},$$

where $y=x\tan\alpha$ turns the last integral into $x^{-5}\int_{-\pi/2}^{\pi/2}\cos^4\alpha\,d\alpha=3\pi/(8x^5)$. Hence

$$\sigma_{\rm rms}=As\sqrt{\frac{3\pi}{4Dx^3}}.$$

For $s=0.5$ nm, a tenth of the spacing, this is 32.7 MPa. A sample of 6000 random walls, each of 201 dislocations with Gaussian shifts, gives 31.7 MPa. Most of the difference comes from the integral. At $x=2D$ the terms $n=\pm1,\pm2$ of the sum, which dominate it, give $32(0.088^2+0.031^2)=0.279$ in units of $A^2/D^4$, and the others add about 0.001. The integral gives $3\pi/32=0.295$, which makes the rms between 2 and 3 % too large.

### The crystal is anisotropic

Let $b$ lie along [110] and the lines along [001] in a cubic crystal. In the wall axes the constants are

$$c_{11}=\tfrac12(C_{11}+C_{12}+2C_{44}),\quad c_{12}=\tfrac12(C_{11}+C_{12}-2C_{44}),\quad c_{66}=\tfrac12(C_{11}-C_{12}).$$

They follow from equating elastic energies. A stretch $\epsilon$ along [110] has cube-axis strains $\epsilon_{11}=\epsilon_{22}=\epsilon_{12}=\epsilon/2$, which gives $c_{11}$. An equal in-plane stretch gives $c_{11}+c_{12}=C_{11}+C_{12}$. A shear in wall axes is a stretch and an equal contraction along the cube axes, which gives $c_{66}$.

Inserting displacements $v_j\,e^{\kappa\rho x+i\kappa y}$ into the equilibrium equations gives

$$(c_{11}\rho^2-c_{66})v_x+i\rho(c_{12}+c_{66})v_y=0,$$
$$i\rho(c_{12}+c_{66})v_x+(c_{66}\rho^2-c_{11})v_y=0.$$

The determinant must vanish:

$$\rho^4-\beta\rho^2+1=0,\qquad \beta=\frac{c_{11}^2-c_{12}^2-2c_{12}c_{66}}{c_{11}c_{66}}.$$

Isotropy, $c_{11}=c_{12}+2c_{66}$, makes $\beta=2$ and the root double. For $\beta>2$ there are two decay factors $\rho_1<1<\rho_2=1/\rho_1$. The condition $\sigma_{xy}=0$ at $x=0$ still holds, so each harmonic has the form

$$\sigma_{xy}=B\left(e^{-\rho_1\kappa x}-e^{-\rho_2\kappa x}\right)\cos\kappa y.$$

Equilibrium then gives $\sigma_{xx}=-B(e^{-\rho_1\kappa x}/\rho_1-e^{-\rho_2\kappa x}/\rho_2)\sin\kappa y$ and a $\sigma_{yy}$ whose integral over $x$ is zero. Integrating $\partial_xu_x=(c_{11}\sigma_{xx}-c_{12}\sigma_{yy})/(c_{11}^2-c_{12}^2)$ and matching $u_x(0^+)$ as before,

$$B=\frac{b\,(c_{11}^2-c_{12}^2)}{D\,c_{11}(\rho_2^2-\rho_1^2)}.$$

With rough copper constants $C_{11},C_{12},C_{44}=170,120,75$ GPa, the wall-axis values are 220, 70 and 25 GPa. Then $\beta=7.27$, $\rho_1=0.374$ and $\rho_2=2.67$. The decay length rises from 0.80 to 2.1 nm, and the stress at 10 nm is 13.4 MPa, about eighty times the isotropic value. The isotropic average of these constants is $G=48.3$ GPa and $\nu=0.342$, so the change is due to anisotropy and not to a different average stiffness. The decay is still exponential on the scale of $D$, with a different coefficient. The size of the effect belongs to this orientation and these constants. With $C_{11},C_{12},C_{44}=168.4,121.4,75.4$ GPa the 13.4 MPa becomes 14.8 MPa. With the same $b$ but lines along $[1\bar12]$ or $[1\bar10]$, the slowest decay factors are 0.60 and 0.72, they come with an oscillation in $x$, and the stress at 10 nm stays below 1 MPa in magnitude.

## What this means for a real interconnect

A misorientation of 3° and a boundary height near 100 nm are plausible for a low-angle boundary in a narrow copper line. High-angle boundaries, whose dislocation cores overlap, lie outside the model. In a real line the boundary ends at a surface, a liner or another boundary. For the numbers above, ends in an infinite copper body move the stress at 10 nm from 0.17 to 221 MPa, because the surrounding crystal resists the relative rotation of the two grains. This figure must not be carried over to a boundary that runs right across a line from one free surface to the other. There the continuous part of the wall is a pure rotation, which leaves the surfaces free of traction and needs no stress. The end term (7) then disappears, but the discrete dislocations near the surfaces still leave a smaller stress, which fades over the height of the line and not over $D$. For flat free surfaces half a spacing beyond the last dislocations of the 105 nm wall, the surfaces add about $-1.3$ MPa at $x=10$ nm and mid-height, so the total there is about $-1.2$ MPa; the total reaches about $-1.8$ MPa near 20 nm and has fallen to $-0.6$ MPa at 50 nm. The added term is far below 221 MPa, yet about eight times the ideal 0.166 MPa. It depends on where the surfaces lie: for distances of $0.2D$, $0.5D$ and $D$ beyond the last dislocations the total at 10 nm is about $+0.1$, $-1.2$ and $+2.5$ MPa. So (5) cannot in general be relied on at this distance even between free surfaces. A liner, a dielectric or a neighbouring grain that resists the rotation brings stress back; how much has not been calculated here. Near the wall the limit is linear elasticity: at 1 nm the shear stress is already $0.055G$, and in the cores the formulas lose their meaning.

Equation (5) is therefore the property of an endless, regular wall in an isotropic medium. At mid-height of the 105 nm wall in an infinite body, the end term (7) is already about a tenth of the ideal peak at half a spacing from the wall, and it exceeds that peak beyond 4.26 nm. There the ideal sum is a fair description only within about half a spacing, outside the cores, and towards the ends of the wall it is worse. For a real boundary, the first question is therefore what holds its ends: a surrounding crystal that resists the rotation, or a free surface that allows it. Irregular spacing must be considered in either case.

## Computed values

```
shear modulus G = 48.0 GPa (rough)
Poisson ratio nu = 0.34 (rough)
Burgers vector b = 0.26 nm (rough)
spacing D = 5.0 nm
misorientation = 2.98 degrees
A = G b/(2 pi (1-nu)) = 3.009 GPa nm
decay length D/(2 pi) = 0.796 nm
At y = 0, stresses in MPa:
x (nm) | explicit sum | closed form | leading term | single
  1.0 | 2642.9 | 2642.9 | 1352.6 | 3009.5
  2.5 | 560.85 | 560.85 | 513.42 | 1203.8
  5.0 | 44.54 | 44.54 | 44.374 | 601.9
  7.5 | 2.8768 | 2.8768 | 2.8764 | 401.26
 10.0 | 0.16573 | 0.16573 | 0.16573 | 300.95
wall/single ratio at x = 2D: 5.507e-04
stress/G at x = 1 nm, y = 0: 0.0551
local decay length at x = D: 0.942 nm
local decay length at x = 2D: 0.865 nm
stress at x = D, y = D/4: -0.1657 MPa
second harmonic there: -0.1657 MPa
peak stress is 1 MPa at x = 8.43 nm
Neglected effects, at x = 10.0 nm, y = 0:
ideal wall stress: 0.1657 MPa
finite wall: 21 dislocations, height 105 nm
finite wall, explicit sum: 221.3 MPa
end contribution, formula: 221.3 MPa
end term equals ideal peak at x = 4.26 nm
random shifts, rms size: 0.50 nm
rms stress from shifts, formula: 32.7 MPa
rms stress from shifts, sampled: 31.7 MPa
cubic C11, C12, C44: 170, 120, 75 GPa (rough)
their isotropic average: G 48.3 GPa, nu 0.342
wall-axis c11, c12, c66: 220, 70, 25 GPa
beta = 7.273 (isotropic value 2)
decay roots: 0.3744 and 2.6707
anisotropic decay length: 2.125 nm
anisotropic ideal wall stress: 13.42 MPa
```
